# Minimum electron energy for a 20 eV silicon recoil

An electron in a beam strikes the nucleus of a silicon-28 atom. The nucleus is free and initially at rest, the collision is elastic, and the nucleus is not internally excited. Parts (a) to (e) use this model; part (f) allows the nucleus to move before the collision.

Let \(m\) and \(M\) be the rest energies of the electron and the nucleus. In the formulas of parts (a) to (c), momenta are multiplied by \(c\), so that \(p\) and \(P\) are energies; the same convention is used later, with numerical momenta quoted in keV/\(c\). All energies and momenta refer to the particles far apart, before or after the collision, where the Coulomb energy between them is negligible. The incoming electron has kinetic energy \(T\), total energy \(W=T+m\) and momentum \(p\). The nucleus recoils with kinetic energy \(Q\) and momentum \(P\), at an angle \(\phi\) to the incoming beam.

Data: \(m=510.99895\) keV; atomic mass of silicon-28, 27.97693 u; 1 u corresponds to 931.494 MeV.

## Part (a)

**Question.** Use conservation of energy and momentum to find a relation between \(p\), \(P\), \(\phi\) and \(Q\) that does not contain the outgoing electron's momentum.

**Answer.** A particle's total energy squared minus its momentum squared equals its rest energy squared. For the incoming electron,

\[
p^2=W^2-m^2=(T+m)^2-m^2=T(T+2m).
\]

The recoiling nucleus has total energy \(M+Q\), so

\[
P^2=(M+Q)^2-M^2=Q^2+2MQ.
\]

The nucleus gains energy \(Q\), so the outgoing electron has total energy \(W-Q\). Its vector momentum is \(\mathbf p-\mathbf P\), whose square is \(p^2+P^2-2pP\cos\phi\). The outgoing particle is still an electron, and therefore

\[
(W-Q)^2-\left(p^2+P^2-2pP\cos\phi\right)=m^2.
\]

Expanding the first square gives

\[
W^2-2WQ+Q^2-p^2-P^2+2pP\cos\phi=m^2.
\]

Since \(W^2-p^2=m^2\), these terms cancel the right-hand side. Substituting \(P^2=Q^2+2MQ\) also cancels \(Q^2\), leaving

\[
-2WQ-2MQ+2pP\cos\phi=0,
\]

or

\[
pP\cos\phi=Q(W+M).
\]

The right-hand side is positive for any nonzero recoil. The nucleus therefore moves into the forward hemisphere, \(\phi<90^\circ\).

## Part (b)

**Question.** Find the recoil energy as a function of \(\phi\). Hence find the largest recoil energy available at a given \(T\), and describe the electron's motion after that collision.

**Answer.** Square the result of part (a) and write \(P^2=Q(Q+2M)\):

\[
p^2Q(Q+2M)\cos^2\phi=Q^2(W+M)^2.
\]

For a nonzero recoil, one factor of \(Q\) may be divided out:

\[
p^2(Q+2M)\cos^2\phi=Q(W+M)^2.
\]

Collecting the terms in \(Q\) gives

\[
Q(\phi)=\frac{2Mp^2\cos^2\phi}{(W+M)^2-p^2\cos^2\phi}.
\]

Squaring has removed the sign of \(\cos\phi\), but part (a) selects the positive sign. The denominator is positive because \(W>p\). As \(\cos^2\phi\) increases, the numerator rises and the denominator falls, so the largest recoil occurs at \(\phi=0\).

At this angle the denominator is

\[
(W+M)^2-p^2=m^2+M^2+2MW=(M+m)^2+2MT,
\]

where the last step uses \(W=T+m\). Thus

\[
Q_{\max}(T)=\frac{2M\,T(T+2m)}{(M+m)^2+2MT}.
\]

To find the direction of the electron, call this denominator \(D\). Part (a) with \(\phi=0\) gives \(P=Q_{\max}(W+M)/p=2Mp(W+M)/D\). The outgoing electron momentum along the beam is then

\[
p-P=p\,\frac{D-2M(W+M)}{D}
=p\,\frac{m^2-M^2}{D}.
\]

This is negative because \(M>m\): the electron returns along its incoming path. When \(M\) is much larger than the electron's total energy \(W\), the reversal gives the nucleus nearly twice the incoming electron's momentum.

The solution also leaves the electron with a permissible energy. Since \(D-2M(T+2m)=(M-m)^2>0\), the fraction \(Q_{\max}/T=2M(T+2m)/D\) is less than one, and the electron keeps a positive kinetic energy.

## Part (c)

**Question.** Show that a recoil of 20 eV requires an electron kinetic energy of at least about 211 keV.

**Answer.** A minimum exists at the energy where \(Q_{\max}=Q\), provided that \(Q_{\max}\) rises with \(T\). Differentiating the quotient found in part (b) gives

\[
\frac{dQ_{\max}}{dT}
=\frac{4M(T+m)\left[(M+m)^2+2MT\right]-4M^2T(T+2m)}
{\left[(M+m)^2+2MT\right]^2}.
\]

In the numerator, the terms without \((M+m)^2\) are

\[
8M^2T(T+m)-4M^2T(T+2m)=4M^2T^2.
\]

Hence

\[
\frac{dQ_{\max}}{dT}
=\frac{4M\left[(T+m)(M+m)^2+MT^2\right]}
{\left[(M+m)^2+2MT\right]^2}>0.
\]

Below the energy at which \(Q_{\max}=Q\), no scattering angle can supply the recoil. At that energy the head-on collision just supplies it.

Set \(Q_{\max}=Q\) and multiply by the denominator:

\[
2MT^2+4MmT=Q(M+m)^2+2MQT.
\]

Division by \(2M\) and rearrangement give

\[
T^2+(2m-Q)T-\frac{Q(M+m)^2}{2M}=0.
\]

The product of the roots is negative, so exactly one root is positive:

\[
T_{\min}=\frac Q2-m+
\sqrt{\left(m-\frac Q2\right)^2+\frac{Q(M+m)^2}{2M}}.
\]

The expression under the root can be expanded as

\[
m^2-mQ+\frac{Q^2}{4}+\frac{MQ}{2}+mQ+\frac{Qm^2}{2M}
=m^2+\frac{MQ}{2}+\frac{Q^2}{4}+\frac{Qm^2}{2M}.
\]

For a heavy nucleus and a small recoil energy, the last two terms and the separate \(Q/2\) are small. This leaves

\[
T_{\min}\simeq\sqrt{m^2+\frac{MQ}{2}}-m.
\]

The nuclear rest energy follows by subtracting the 14 electrons from the atomic value:

\[
M=27.97693(931.494\ \text{MeV})-14(0.510999\ \text{MeV})
=26053.19\ \text{MeV}.
\]

With \(Q=20\) eV, \(MQ/2=260531.9\ \text{keV}^2\), while \(m^2=261119.9\ \text{keV}^2\). Therefore

\[
T_{\min}\simeq\sqrt{521651.8}\ \text{keV}-510.999\ \text{keV}
=722.255\ \text{keV}-510.999\ \text{keV}
=211.256\ \text{keV}.
\]

The full formula gives 211.266 keV, so the required energy is about 211 keV, or 0.211 MeV. The difference of 10 eV between the two results is the omitted \(Q/2\); the two small terms under the root change the result by far less than 1 eV.

A separate numerical calculation transformed the particles to their centre-of-momentum frame, reversed their momenta and transformed back. A search for the electron energy giving a 20 eV recoil also found 211.266 keV.

The subtraction of the electron masses neglects the binding energy of the atom's electrons, about 8 keV in total. A change of 10 keV in \(M\) would move the threshold by only about 0.07 eV. Using the whole atomic mass instead of the nuclear mass would raise it by about 50 eV. Neither choice affects the stated 211 keV.

## Part (d)

**Question.** What threshold does Newtonian mechanics predict? Explain why it differs from the result of part (c).

**Answer.** Let the Newtonian electron have initial speed \(v\), and let \(m_e\) and \(M_N\) be the ordinary masses. In a one-dimensional elastic collision the relative velocity reverses. If the final velocities are \(v_e\) and \(v_N\), then \(v_N-v_e=v\), while momentum conservation gives \(m_ev=m_ev_e+M_Nv_N\). Substituting \(v_e=v_N-v\) yields

\[
v_N=\frac{2m_e}{m_e+M_N}v.
\]

The recoil energy is consequently

\[
Q=\frac12M_Nv_N^2
=\frac{4m_eM_N}{(m_e+M_N)^2}\left(\frac12m_ev^2\right).
\]

The fraction depends only on the mass ratio, so rest energies can replace the masses:

\[
T_{\mathrm N}=\frac{(M+m)^2}{4mM}Q=254.93\ \text{keV}.
\]

This exceeds the relativistic threshold by 43.67 keV, or about 21% of the relativistic value.

The reason lies in the electron's momentum. For a heavy nucleus the head-on momentum transfer is close to \(2p\), giving

\[
Q_{\max}\simeq\frac{(2p)^2}{2M}=\frac{2p^2}{M}.
\]

Relativity gives \(p^2=2mT+T^2\), whereas the Newtonian expression contains only \(2mT\). At the same kinetic energy of 211.266 keV, the relativistic momentum is 510.4 keV/\(c\) and the Newtonian value is 464.7 keV/\(c\). The relativistic electron therefore delivers a larger kick.

The momentum balance at threshold shows the reversal directly. The outgoing electron carries \(-510.409\) keV/\(c\), so the nucleus receives

\[
510.437-(-510.409)\simeq1020.85\ \text{keV}/c.
\]

The electron loses only 20 eV while its momentum changes by almost twice its initial value. When \(T\ll m\), the \(T^2\) term becomes negligible and the Newtonian result is recovered.

## Part (e)

**Question.** An electron microscope can operate at 200 keV or 300 keV. Can either beam give a stationary silicon-28 nucleus 20 eV? If so, over what range of recoil angles?

**Answer.** Since \(M\) is much larger than the electron energies, \(Q_{\max}\simeq2T(T+2m)/M\). At 200 keV,

\[
Q_{\max}\simeq
\frac{2(200)(200+1021.998)}{26053190}\ \text{keV}
\simeq18.76\ \text{eV}.
\]

This is below 20 eV. The same calculation at 300 keV gives about 30.4 eV, which is sufficient.

At 300 keV only part of the angular range produces the required recoil. The relation in part (a) gives the limiting angle:

\[
\cos\phi_{20}=\frac{Q(W+M)}{pP},
\qquad Q=20\ \text{eV},
\qquad \phi_{20}=35.85^\circ.
\]

Recoils within about \(36^\circ\) of the beam direction have at least 20 eV. A simpler estimate follows from part (b). For \(M\gg W\), its denominator hardly depends on angle, so \(Q(\phi)\simeq Q_{\max}\cos^2\phi\). Then \(\cos^2\phi_{20}\simeq20/30.44=0.657\), which gives the same angle to the nearest degree.

These are kinematic limits. They say which recoils are possible, but not how often they occur; that requires a scattering cross-section.

## Part (f)

**Question.** Estimate how lattice motion at 300 K changes the threshold for a final nuclear kinetic energy of 20 eV. Use an oscillator quantum \(\hbar\omega=40\) meV as a rough value for silicon. What does the result imply for a real crystal?

**Answer.** For motion along the beam, treat the nucleus as a harmonic oscillator. With \(x=\hbar\omega/(k_{\mathrm B}T_{\mathrm K})\), where \(T_{\mathrm K}\) is the temperature, its mean energy including zero-point energy is

\[
\hbar\omega\left(\frac{1}{e^x-1}+\frac12\right)
=\frac{\hbar\omega}{2}\frac{e^x+1}{e^x-1}
=\frac{\hbar\omega}{2}\coth\frac{x}{2}.
\]

Half of a harmonic oscillator's mean energy is kinetic, so

\[
E_0=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2k_{\mathrm B}T_{\mathrm K}}
\simeq15\ \text{meV}.
\]

This is tiny beside 20 eV, but momenta add before they are squared. Let the nucleus initially have the root-mean-square momentum \(\sqrt{2ME_0}\) along the beam. A final energy \(Q\) requires momentum \(\sqrt{2MQ}\), so the collision must supply

\[
\Delta P=\sqrt{2M}\left(\sqrt Q-\sqrt{E_0}\right).
\]

The nuclear motion is slow enough for the electron's kick to be almost unchanged. The same kick would give a stationary nucleus the energy

\[
Q_{\mathrm s}=\frac{(\Delta P)^2}{2M}
=\left(\sqrt Q-\sqrt{E_0}\right)^2\simeq18.9\ \text{eV}.
\]

For motion against the beam the minus sign becomes a plus sign, and \(Q_{\mathrm s}\simeq21.1\) eV. Relativistic calculations with a moving nucleus give corresponding thresholds of about 201 and 221 keV. Typical lattice motion thus shifts the threshold by about 10 keV either way. These values are not bounds, since the oscillator can have a momentum larger than its root-mean-square value. A 200 keV beam can therefore produce some 20 eV recoils in this model, although it cannot do so from a stationary nucleus.

In a real silicon crystal, 20 eV is an illustrative choice for the energy needed to displace an atom, not a universal constant. The displacement energy depends on the recoil direction. Natural silicon also contains silicon-29 and silicon-30, whose stationary-nucleus thresholds for 20 eV are higher, about 218 and 224 keV. For a stationary nucleus, recoil energies of 15 and 25 eV require 164.67 and 255.03 keV respectively. A change of 5 eV in the displacement energy therefore moves the threshold by more than the typical lattice motion does. The 211 keV result is the kinematic threshold for a specified 20 eV transfer to a stationary nucleus; it is not a sharp boundary between damage and no damage in a crystal. The numerical output below collects the main results.

## Computed values

```
Electron rest energy: 510.999 keV
Silicon-28 atomic mass, input: 27.97693 u
Atomic mass unit rest energy: 931.494 MeV
Silicon-28 nuclear rest energy: 26053.19 MeV
Chosen recoil energy: 20.0 eV
Product M*Q/2: 260531.9 keV^2
Electron rest energy squared: 261119.9 keV^2
Square root of m^2+M*Q/2: 722.255 keV
Threshold, closed formula: 211.266 keV
Threshold, Lorentz transformation: 211.266 keV
Threshold, heavy-nucleus formula: 211.256 keV
Closed minus heavy-nucleus threshold: 10.00 eV
Threshold, Newtonian formula: 254.93 keV
Newtonian minus relativistic threshold: 43.67 keV
Incoming electron momentum at threshold: 510.437 keV/c
Newtonian momentum at same kinetic energy: 464.665 keV/c
Outgoing electron momentum at threshold: -510.409 keV/c
Nuclear recoil momentum at threshold: 1020.847 keV/c
Maximum transfer at 200 keV: 18.76 eV
Maximum transfer at 300 keV: 30.44 eV
Largest angle for 20 eV recoil at 300 keV: 35.85 degrees
Threshold for 15 eV recoil: 164.67 keV
Threshold for 25 eV recoil: 255.03 keV
Lattice temperature: 300 K
Rough oscillator quantum: 40.0 meV
Mean kinetic energy in one direction: 15.41 meV
Needed rest-target transfer, motion along beam: 18.91 eV
Needed rest-target transfer, motion against beam: 21.13 eV
Threshold, rms motion along beam: 201.3 keV
Threshold, rms motion against beam: 221.3 keV
Threshold change using atomic mass: 49.5 eV
Threshold change for 10 keV nuclear mass change: 0.069 eV
```
